The Dingle Factor from Lorentzian-Broadened Landau Levels

**1. One cyclotron period**

Consider an electron in two dimensions in a perpendicular magnetic field B. Its levels are E_n = ħω_c(n + 1/2), with ω_c = eB/m. Suppose scattering empties each state, so that its population decays as exp(−t/τ_q) and its amplitude as exp(−t/2τ_q). Choose the field for which the cyclotron period T_c = 2π/ω_c equals 2τ_q.

After one period the level n has acquired the phase factor

exp(−iE_nT_c/ħ) = exp[−2πi(n + 1/2)] = −1.

It is the same for every n, because the levels are equally spaced. A superposition of levels therefore returns to itself, with its sign reversed and its amplitude reduced by exp(−T_c/2τ_q) = exp(−1) = 0.37. At a general field the reduction is

exp(−T_c/2τ_q) = exp(−π/ω_cτ_q).

This is the Dingle factor. The density of states is a Fourier transform of such amplitudes from time to energy. A return at time T_c appears in it as an oscillation of period 2πħ/T_c = ħω_c. The following parts establish the coefficient.

**2. Line shape and width**

A state with energy offset ε from its level centre has the spectral function

A(ε) = (1/πħ) Re ∫₀^∞ exp(iεt/ħ) exp(−t/2τ_q) dt.

The integral equals 1/(1/2τ_q − iε/ħ). Taking the real part,

A(ε) = (1/πħ) (1/2τ_q) / [(1/2τ_q)² + ε²/ħ²].

Multiplying numerator and denominator by ħ² gives

A(ε) = (Γ/π)/(ε² + Γ²), Γ = ħ/(2τ_q).

Γ is the half width at half maximum. The factor 2 comes from the amplitude decaying at half the rate of the population. The model takes Γ to be the same for all levels and all fields.

**3. The level sum**

Energies are measured from the bottom of one subband with two spin states and one valley. Each Landau level holds 2eB/h electrons per area. Dividing by the spacing ħω_c gives the zero-field density of states:

g₀ = (2eB/h)/(ħeB/m) = m/(πħ²).

With x = E/ħω_c and γ = Γ/ħω_c, each Lorentzian becomes 1/ħω_c times a Lorentzian in x, and

g/g₀ = Σ_{n≥0} L(x − n − 1/2), L(u) = (γ/π)/(u² + γ²).

This sum is not periodic, because the ladder has a bottom. Let C(x) be the same sum over all integers n, and let T(x) be the part from n < 0, so that g/g₀ = C − T. Writing n = −1 − k,

T(x) = Σ_{k≥0} (γ/π)/[(x + k + 1/2)² + γ²].

Each term is (1/π) Im[1/(k + z)] with z = x + 1/2 − iγ. The digamma function ψ(z) is a real constant plus Σ_{k≥0} [1/(k+1) − 1/(k+z)], so

T(x) = −(1/π) Im ψ(x + 1/2 − iγ).

For x large compared with 1 and γ, the sum can be replaced by an integral from x to infinity:

T ≈ (1/π) arctan(γ/x) ≈ γ/(πx).

T is smooth and small there. The harmonics belong to C.

**4. The Fourier coefficients**

C has period 1. Its coefficients are

c_s = ∫₀¹ C(x) exp(−2πisx) dx.

Insert the sum and, in each term, set u = x − n − 1/2. The exponential becomes

exp(−2πisu) exp(−2πisn) exp(−πis) = (−1)^s exp(−2πisu).

The integration interval for level n is −n − 1/2 < u < −n + 1/2. As n runs over the integers these intervals cover the real line once. Hence

c_s = (−1)^s ∫_{−∞}^{∞} L(u) exp(−2πisu) du.

For s > 0 the exponential decays in the lower half plane. Close the contour there, around the pole u = −iγ. Since u² + γ² = (u − iγ)(u + iγ), the residue is

(γ/π) exp(−2πsγ)/(−2iγ).

The contour runs clockwise, which supplies −2πi, and the integral is exp(−2πsγ). C is even, so c_{−s} = c_s, and c₀ = 1 because L has unit area. Therefore

C(x) = 1 + 2 Σ_{s≥1} (−1)^s exp(−2πsγ) cos(2πsx).

Finally,

2πγ = 2π(ħ/2τ_q)/(ħω_c) = π/(ω_cτ_q).

The first harmonic of g/g₀ is thus

−2 exp(−π/ω_cτ_q) cos(2πE/ħω_c).

The minus sign is the phase −1 of part 1: the density of states is high at half-integer x, where the levels lie. Harmonic s corresponds to s cyclotron periods, with survival amplitude exp(−sT_c/2τ_q).

**5. Weak and strong broadening**

Let q = exp(−2πγ) and r = −q exp(2πix). The series is geometric:

C = 1 + 2 Re[r/(1 − r)] = Re[(1 + r)/(1 − r)] = (1 − q²)/(1 + 2q cos 2πx + q²).

Dividing numerator and denominator by 2q,

C = sinh(2πγ)/[cosh(2πγ) + cos(2πx)].

At a level centre cos(2πx) = −1, and the half-argument identities give C = coth(πγ). Midway between levels C = tanh(πγ).

When ω_cτ_q is small, q is small. The second harmonic is weaker than the first by the factor q, and the density of states is nearly sinusoidal. When ω_cτ_q is large, q approaches 1, the first amplitude saturates at 2, and many harmonics build sharp peaks of height about 1/(πγ). One harmonic is then a poor picture of the whole curve, although its coefficient remains correct.

**6. Reading a lifetime from the field dependence**

With A the amplitude of the first harmonic relative to g₀,

ln A = ln 2 − (πm/eτ_q)(1/B).

A plot against 1/B, a Dingle plot, is straight if m and τ_q do not depend on field. Its slope gives τ_q once m is known.

The line shape matters. For Gaussian levels of fixed standard deviation v in energy, the Fourier integral gives exp[−2π²v²/(ħω_c)²], whose logarithm varies as 1/B².

**7. A width that depends on energy**

For short-range scatterers, the self-consistent Born approximation replaces the fixed width by a complex self-energy common to all levels. In units of ħω_c, and for a ladder without a bottom,

σ = (γ/π) Σ_n 1/(x − σ − n − 1/2) = −γ tan[π(x − σ)].

The second form uses the symmetric sum Σ_n 1/(z − n − 1/2) = π cot[π(z − 1/2)] = −π tan(πz). Without oscillations the tangent is i and σ = −iγ, so γ keeps its meaning as the zero-field half width. The density of states is −1/π times the imaginary part of the same sum, so g/g₀ = −Im σ/γ.

Put w = exp[2πi(x − σ)] and ζ = exp(2πix). Since tan[π(x − σ)] = i(1 − w)/(1 + w),

g/g₀ = Re[(1 − w)/(1 + w)],

w = ζ exp[−2πγ(1 − w)/(1 + w)].

Give x a small positive imaginary part, so that |ζ| < 1. For |w| < 1 the real part of (1 − w)/(1 + w) is positive, so the right side is smaller in modulus than |ζ|. Rouché's theorem then gives one root w inside the unit disc, analytic in ζ. Its power series supplies the Fourier coefficients as the imaginary part goes to zero. To second order,

w = qζ(1 + 4πγqζ), (1 − w)/(1 + w) = 1 − 2w + 2w²,

and therefore

g/g₀ = 1 − 2q cos(2πx) + 2q²(1 − 4πγ) cos(4πx) + ...

Within this approximation the first harmonic is unchanged, although the width now varies with energy. The second harmonic does change.

**8. Numbers for an InSb electron layer**

Take a gated InSb layer with rough typical parameters: density 2×10¹¹ cm⁻², Fermi-level mass 0.02 m_e, τ_q = 0.2 ps and B = 1 T. The level spacing is 5.788 meV and Γ = 1.646 meV. Then

γ = 1.646/5.788 = 0.284,

ω_cτ_q = 1/(2γ) = 1.76,

exp(−π/1.7588) = exp(−1.786) = 0.168.

The first harmonic has amplitude 2 × 0.1676 = 0.335 of g₀. The same broadening can be quoted as a Dingle temperature T_D = ħ/(2πk_Bτ_q) = 6.1 K. This measures the level width and is not the temperature of the layer.

With g₀ = 8.355×10⁹ cm⁻² meV⁻¹, the zero-field Fermi energy is 2×10¹¹/8.355×10⁹ = 23.9 meV, or x = 4.136. It is used here as a fixed reference energy, because the Lorentzian tails make the count of filled states in a ladder with a bottom grow logarithmically with the number of levels kept. Counting with the periodic part C alone, the Fermi level at fixed density and 1 T lies at x = 4.181, where g/g₀ = 0.81 (see part 10). At x = 4.136

g/g₀ = 1 − 0.2206 − 0.0075 − 0.0217 + 0.0065 = 0.757.

The terms after 1 are the first harmonic, the second harmonic, the missing levels and the higher harmonics. The second is only slightly larger in magnitude than the sum of the higher ones, because cos(4πx) happens to be only −0.13 at this energy. The missing-level term agrees with γ/(πx) = 0.022.

High in the ladder, g/g₀ runs between 0.713 and 1.403. The first harmonic alone would give 0.665 and 1.335; the second adds 0.056 at both extremes, which is most of the difference at the maximum and slightly more than the difference at the minimum.

Amplitudes found by summing Lorentzians high in the ladder are 0.0562 at 0.5 T and 0.8188 at 2 T. The slope of the Dingle plot has magnitude

ln(0.8188/0.0562)/(2 − 0.5) = 1.786 T.

This equals πm/(eτ_q) and returns τ_q = 0.200 ps. In the self-consistent Born approximation at 1 T and the same γ, the first harmonic is again −0.335, while the second changes from +0.056 to −0.145. The remaining values are in the numerical output.

**9. Spin in InSb**

Zeeman splitting shifts the two spin ladders by ±δ/2 in x, where δ = gμ_BB/ħω_c = gm/(2m_e). Averaging their first harmonics gives

½{cos[2π(x − δ/2)] + cos[2π(x + δ/2)]} = cos(πδ) cos(2πx).

For a rough g = −35, δ = −0.35 and the factor is 0.454. The amplitude at 1 T drops from 0.335 to 0.152. The factor does not depend on B, so the slope of the Dingle plot survives.

Rashba coupling α(σ_xk_y − σ_yk_x) behaves differently. With l² = ħ/(eB) and the level-lowering operator a, its spin-up, spin-down element is iα√2 a/l. It couples spin-up level n − 1 to spin-down level n with strength α√(2n)/l. Their uncoupled energies have mean ħω_cn and difference ħω_c − gμ_BB, so for n ≥ 1 (the spin-down level n = 0 stays uncoupled) the two-by-two problem gives

E = ħω_cn ± ½√[(ħω_c − gμ_BB)² + 8α²n/l²].

Near the Fermi energy 2n/l² ≈ k_F². The two ladders are then separated by approximately

S = √[(ħω_c − gμ_BB)² + (2αk_F)²],

and the amplitude acquires the factor |cos(πS/ħω_c)|, which depends on field. For a rough α = 10 meV nm, 2αk_F = 2.24 meV. At 1 T, S = 8.13 meV and the formula gives 0.099. The level sum over one period around 23.9 meV also gives 0.099, against 0.153 with Zeeman splitting alone. At 0.7 T the sums give 0.020 against 0.070. A single period also picks up some of the smooth background and of the change of S with energy: moving the window by a quarter period changes the Rashba values by up to 0.003.

A straight line through the two Rashba amplitudes has slope magnitude ln(0.0989/0.0200)/(1/0.7 − 1) = 3.7 T. Interpreted as scattering alone, it would give τ_q ≈ 0.10 ps, half the value put in.

**10. Other limits of the simple ladder**

*Mass.* InSb is nonparabolic, so its levels are not equally spaced over the whole band. Within a few Γ of the Fermi energy they nearly are, and the local spacing enters the exponent. With a 230 meV gap, a band-edge mass of 0.014 m_e and the subband bottom placed so that the Fermi-level mass is 0.02 m_e, a two-band level sum over one period gives 0.333. Moving the window by a quarter period shifts this between 0.331 and 0.343, so it agrees with 0.335 to within that uncertainty. Putting the band-edge mass into the formula at the same τ_q gives 0.573, which is 71 % above 0.335.

*Temperature.* A probe that averages over −∂f/∂E, with f the Fermi function, sees the harmonic multiplied by

∫ cos(au)/[4cosh²(u/2)] du = πa/sinh(πa), a = 2πk_BT/ħω_c.

To obtain this, replace the cosine by exp(iau) and compare the integral I along the real line with that along the line shifted by 2πi. The double pole at iπ gives I[1 − exp(−2πa)] = 2πa exp(−πa). The factor is 0.80 at 4 K and about 7×10⁻⁹ at 77 K.

*Uniformity.* A Gaussian density spread of 2 % rms spreads the phase 2πE_F/ħω_c by 2π × 4.136 × 0.02 = 0.52 rad. The average of the cosine is reduced by exp(−0.52²/2) = 0.87. The logarithm of this factor varies as 1/B², so it bends the Dingle plot: between 0.5 and 2 T the slope rises from 1.786 to 2.12 T and would be read as τ_q = 0.17 ps.

*Fixed density.* Integrating the first harmonic shows that the Fermi energy moves by about ±qħω_c/π = ±0.31 meV as the levels pass through it. This is for the spin-degenerate ladder; with the splitting S of part 9 the motion is about ±0.10 meV. The phase shift is up to 0.34 rad in the first case and 0.11 rad in the second, so an oscillation recorded at fixed density is not the density of states at fixed energy.

**11. The model beside a real gated layer**

The InSb parameters are rough, and τ_q depends on the interface; at 0.1 ps the Dingle factor at 1 T would be 0.168² = 0.028. The chosen τ_q corresponds to eτ_q/m ≈ 17,600 cm²/Vs. This is not the transport mobility, in which small-angle scattering counts for less. For the example at 1 T and 4 K, with τ_q kept at 0.2 ps, the largest further reduction among the effects estimated here is from spin splitting, which takes the amplitude from 0.335 to 0.099. This value lies near a beat node and depends strongly on the rough inputs: it runs from 0.19 to almost zero as g goes from −25 to −45, and from 0.14 to 0.03 as α goes from 5 to 15 meV nm. Dresselhaus coupling, also present in InSb, is left out. A linear term of 4 meV nm would raise the amplitude to 0.118 and lower the two-field slope of part 9 from 3.7 to 2.6 T. If the factors for 4 K and a 2 % density spread simply multiply, about 0.07 remains. A second occupied subband would add another ladder and is not included. At this density one subband requires strong confinement, such as a well narrower than about 50 nm or a large depletion charge. In a gated surface layer with a depletion charge of 0.2 to 0.5×10¹¹ cm⁻², a Hartree estimate puts roughly 10 to 20 % of the electrons in the second subband. In a silicon inversion layer on a (100) surface the mass is roughly 0.19 m_e, so the same τ_q requires nearly ten times the field for the same Dingle factor.

Calculated quantities

```
Gated InSb electron layer, rough typical parameters
density = 2.0e+11 cm^-2
Fermi-level mass = 0.02 m_e
tau_q = 0.20 ps, B = 1.0 T
quantum mobility = 17588 cm2/Vs
level spacing = 5.788 meV
half width Gamma = 1.646 meV
gamma = Gamma/spacing = 0.2843
omega_c tau_q = 1.7588
exponent pi/(omega_c tau_q) = 1.7862
Dingle factor = 0.1676
first-harmonic amplitude = 0.3352 of g0
Dingle temperature = 6.08 K
g0 = 8.355e+09 cm^-2 meV^-1
Fermi energy = 23.94 meV, x_F = 4.1357
g/g0 maximum = 1.4026, minimum = 0.7129
Density of states at the Fermi energy, in g0:
  first harmonic = -0.2206
  second harmonic = -0.0075
  missing levels = -0.0217
  higher harmonics = +0.0065
  explicit level sum = 0.7566
Dingle plot, amplitudes from explicit level sums:
  B = 0.5 T: amplitude = 0.05618 of g0
  B = 0.7 T: amplitude = 0.15590 of g0
  B = 1.0 T: amplitude = 0.33519 of g0
  B = 1.5 T: amplitude = 0.60796 of g0
  B = 2.0 T: amplitude = 0.81877 of g0
  tau_q from slope = 0.2000 ps
  amplitude at 1/B = 0: 2.0000
Self-consistent Born approximation, B = 1 T:
  first harmonic = -0.3352, second = -0.1445
  Lorentzian: -0.3352, second = +0.0562
Neglected effects (B = 1 T unless stated):
  amplitude with bottom edge = 0.3364
  band gap = 230 meV, edge mass = 0.014 m_e
  nonparabolic amplitude = 0.3332
  formula with band-edge mass = 0.5728
  g factor = -35, Zeeman factor = 0.4540
  amplitude with Zeeman = 0.1522
  Rashba coefficient = 10 meV nm
  zero-field Rashba splitting = 2.24 meV
  B = 0.7 T, Zeeman only: 0.0701
  B = 0.7 T, Zeeman + Rashba: 0.0200
  B = 1.0 T, Zeeman only: 0.1534
  B = 1.0 T, Zeeman + Rashba: 0.0989
  thermal factor at 4 K = 0.8021
  thermal factor at 77 K = 6.7e-09
  density spread 2 %: factor = 0.8737
  Fermi-energy motion = +/-0.310 meV
```
